**Phonon-assisted exciton absorption and the stepped silicon edge**

The program tests the spectral function $J(\Delta)$ for creating an electron–hole pair with energy $\Delta$ above an indirect gap, after the phonon energy is accounted for. Exciton level $n$ contributes a term proportional to $n^{-3}\sqrt{\Delta+R/n^2}$, where $R$ is the binding energy, while pairs without attraction give $C\Delta^2$ with $C=(m_em_h)^{3/2}/(16\pi^3)$ in atomic units. It asserts the second-order amplitude against level repulsion in a four-state model, the thermal phonon factors against ladder operators, and the total mass and momentum-independent pair strength against a two-particle ring. It also asserts both phase-space laws by counting box states, and the complete $J$ against a radial diagonalization at three energies. Further assertions cover the three-halves onset of the continuum, the slow approach to the quadratic law, and the square-root rise at all four phonon thresholds at 77 K. For rough silicon inputs the output gives $R=0.0124$ eV and a main TO-emission threshold at 1.2156 eV (1020 nm). The absolute absorption scale is an input, and the output also sizes mass anisotropy, a heavier hole, the energy denominator, phonon slope, collision broadening and the ionizing field.

## Check in Python

```python
"""Phonon-assisted absorption at an indirect edge, with and without excitons.

Result under test (atomic units): with excess = photon -/+ phonon - gap,
  J(excess) = C * { sum_n 32 R^(3/2) n^-3 sqrt(excess + R/n^2)
              + (8/pi) int_0^excess sqrt(excess-e) sqrt(e) F(e) de },
  F = x/(1-exp(-x)), x = 2 pi sqrt(R/e), C = (m_e m_h)^(3/2)/(16 pi^3).
Without attraction J = C * excess^2.
R: exciton binding energy; a: exciton radius; M: total mass; mu: reduced mass.
Absorption = (scale/photon) * sum over phonons of weight *
  [(n+1) J(photon-phonon-gap) + n J(photon+phonon-gap)], n: Bose number.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize, minimize_scalar

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10      # angstrom
KB = sc.k / sc.e                                           # eV/K
EV_NM = sc.h * sc.c / sc.e * 1e9                           # eV nm

# Rough typical silicon inputs
m_long, m_trans, m_h, kappa = 0.92, 0.19, 0.24, 11.7
gap = {77: 1.17, 300: 1.12}                                # eV
phonons = {"TA": (0.018, 0.1), "TO": (0.058, 1.0)}         # eV, weight
E_ref, alpha_ref = 1.24, 60.0                              # eV, cm^-1 at 300 K
direct_gap, phonon_speed = 3.4, 5.0e3                      # eV, m/s
mobility_e, mobility_h = 1400.0, 450.0                     # cm2/Vs at 300 K
m_h_heavy = 0.5

m_e = 3 / (1 / m_long + 2 / m_trans)
M = m_e + m_h
mu = m_e * m_h / M
a = kappa / mu
R = mu / (2 * kappa**2)
R_eV = R * HARTREE
C = (m_e * m_h)**1.5 / (16 * np.pi**3)

levels = np.arange(1, 2001, dtype=float)
nodes, node_weights = np.polynomial.legendre.leggauss(200)
theta = (nodes + 1) * np.pi / 4
theta_weights = node_weights * np.pi / 4


def bound_part(d, n=levels):
    """Exciton levels, in units C R^2; d = excess/R."""
    return 32 * np.sum(np.sqrt(np.maximum(d + n**-2.0, 0)) / n**3)


def continuum_part(d):
    """Pairs above the gap with attraction, in units C R^2."""
    if d <= 0:
        return 0.0
    s, c = np.sin(theta), np.cos(theta)
    x = 2 * np.pi / (np.sqrt(d) * s)
    factor = x / (-np.expm1(-x))
    return 16 / np.pi * d**2 * np.sum(theta_weights * s**2 * c**2 * factor)


def total_part(d):
    return bound_part(d) + continuum_part(d)


def free_part(d):
    return max(d, 0.0)**2


def bose(energy, T):
    return 1 / np.expm1(energy / (KB * T))


def shape(E, T, law):
    total = 0.0
    for energy, weight in phonons.values():
        n = bose(energy, T)
        total += weight * ((n + 1) * law((E - energy - gap[T]) / R_eV)
                           + n * law((E + energy - gap[T]) / R_eV))
    return total / E


scale = alpha_ref / shape(E_ref, 300, total_part)


def alpha(E, T, law=total_part):
    return scale * shape(E, T, law)


# Test: second-order amplitude equals half the smallest level splitting
D1, D2 = 2.2, 3.1
g1, f1, g2, f2 = 0.02, 0.03, 0.025, -0.02


def splitting(detuning):
    H4 = np.array([[0, g1, g2, 0], [g1, D1, 0, f1],
                   [g2, 0, D2, f2], [0, f1, f2, detuning]])
    w = np.linalg.eigvalsh(H4)
    return w[1] - w[0]


found = minimize_scalar(splitting, bounds=(-1e-3, 1e-3), method="bounded",
                        options={"xatol": 1e-10})
amplitude = abs(g1 * f1 / D1 + g2 * f2 / D2)
assert abs(found.fun / (2 * amplitude) - 1) < 0.01

# Test: thermal phonon factors from explicit ladder operators
ladder = np.diag(np.sqrt(np.arange(1, 400)), 1)
displacement = ladder + ladder.T
for T in gap:
    for energy, _ in phonons.values():
        p = np.exp(-energy * np.arange(400) / (KB * T))
        p /= p.sum()
        emit = np.sum(p[:-1] * np.diag(displacement, -1)**2)
        absorb = np.sum(p[1:] * np.diag(displacement, 1)**2)
        assert abs(emit - bose(energy, T) - 1) < 1e-8
        assert abs(absorb - bose(energy, T)) < 1e-8

# Test: two particles on a ring; total mass and Q-independent pair strength.
# Lattice corrections to the continuum mass are about 3 percent here.
N, t_e, t_h, ratio_u = 41, 1.0, 0.6, 0.25
hop = np.roll(np.eye(N), 1, axis=0)
hop = hop + hop.T
same_site = np.arange(N) * (N + 1)
H_ring = -t_e * np.kron(hop, np.eye(N)) - t_h * np.kron(np.eye(N), hop)
H_ring[same_site, same_site] -= 2 * ratio_u * (t_e + t_h)
w, v = eigh(H_ring, subset_by_index=[0, 2])
q = 2 * np.pi / N
strength_0 = abs(v[same_site, 0].sum())**2
wave = np.exp(-1j * q * np.arange(N))
strength_q = np.sum(abs(wave @ v[same_site, 1:])**2)
M_ring = 1 / (2 * t_e) + 1 / (2 * t_h)
assert abs((w[1] - w[0]) / (q**2 / (2 * M_ring)) - 1) < 0.05
assert abs(strength_q / strength_0 - 1) < 0.01
contact_density = ratio_u / np.sqrt(1 + ratio_u**2)
assert abs(strength_0 / (N * contact_density) - 1) < 0.01

# Test: phase-space laws by counting states in a box of side 2 pi
axis = np.arange(-30, 31)
nx, ny, nz = np.meshgrid(axis, axis, axis, indexing="ij")
n2 = (nx**2 + ny**2 + nz**2).ravel()
shells = np.bincount(n2)
cumulative = np.cumsum(shells)
volume = (2 * np.pi)**3
for X in (1200.0, 2400.0):
    e2 = np.arange(int(m_e * X) + 1)
    h2 = np.floor(m_h * (X - e2 / m_e) + 1e-9).astype(int)
    h2 = np.maximum(h2, 0)
    pairs = np.sum(shells[e2].astype(float) * cumulative[h2])
    assert abs(pairs / (volume**2 * C * (X / 2)**3 / 3) - 1) < 0.02
    excitons = cumulative[int(M * X / 2)]
    law = volume * (M**1.5 / (np.sqrt(2) * np.pi**2)) * (2 / 3) * (X / 4)**1.5
    assert abs(excitons / law - 1) < 0.02
# Linear phonon slope: threshold moves down by M v^2/2, square root survives
c_slope, radius = 6.5, 20.0
count = np.sum(n2 + 2 * c_slope * nz.ravel() <= radius**2)
assert abs(count / (4 * np.pi / 3 * (radius**2 + c_slope**2)**1.5) - 1) < 0.01

# Test: complete J against radial diagonalization in a large sphere
h, size = 0.05, 200.0
r = np.arange(h, size - h / 2, h)
for d in (-0.5, 0.5, 4.0):
    e, u = eigh_tridiagonal(2 / h**2 - 2 / r, -np.ones(len(r) - 1) / h**2,
                            select="v", select_range=(-2.0, d))
    slope = u[0] / np.sqrt(h) / (h * (1 - h + (2 - e) * h**2 / 6))
    density = slope**2 / (4 * np.pi * a**3)
    com_states = M**1.5 * np.sqrt(R * (d - e)) / (np.sqrt(2) * np.pi**2)
    direct_sum = np.sum(density * com_states)
    assert abs(direct_sum / (C * R**2 * total_part(d)) - 1) < 0.01

# Test: continuum onset and approach to the quadratic law
d = 1e-3
assert abs(continuum_part(d) / (32 / 3 * d**1.5) - 1) < 1e-3
d = 1e4
series = 1 + 16 / 3 / np.sqrt(d) + 4 * np.pi**2 / 3 / d
assert abs(total_part(d) / d**2 - series) < 1e-4

# Test: the assembled edge rises as a square root at every 1s threshold
thresholds = []
for name, (energy, weight) in phonons.items():
    for sign, label in ((-1, "absorbed"), (1, "emitted")):
        E_t = gap[77] - R_eV + sign * energy
        occupation = bose(energy, 77) + (sign > 0)
        thresholds.append((E_t, name, label, occupation, weight))
        base = alpha(E_t, 77)
        rise_1 = alpha(E_t + 1e-7, 77) - base
        rise_4 = alpha(E_t + 4e-7, 77) - base
        assert abs(rise_4 / rise_1 - 2) < 0.04
thresholds.sort()

# Anisotropic electron mass: variational exciton exp(-scaled distance)
u_dir = (nodes + 1) / 2


def variational(mu_t, mu_l):
    def energy(logs):
        at, al = np.exp(logs)
        kinetic = (2 / (mu_t * at**2) + 1 / (mu_l * al**2)) / 6
        inv = 1 / np.sqrt(at**2 * (1 - u_dir**2) + al**2 * u_dir**2)
        return (kinetic - np.sum(node_weights / 2 * inv) / kappa) * HARTREE
    res = minimize(energy, np.log([a, 0.9 * a]), method="Nelder-Mead",
                   options={"xatol": 1e-7, "fatol": 1e-12, "maxiter": 2000})
    return -res.fun, np.exp(res.x)


assert abs(variational(mu, mu)[0] / R_eV - 1) < 1e-5
M_t, M_l = m_trans + m_h, m_long + m_h
R_aniso, (a_t, a_l) = variational(m_trans * m_h / M_t, m_long * m_h / M_l)
step_aniso = np.sqrt(M_l * M_t**2) / M**1.5 * a**3 / (a_t**2 * a_l)
free_aniso = np.sqrt(m_long * m_trans**2) / m_e**1.5

# Heavier hole, denominator, phonon slope, broadening, ionizing field
M_heavy = m_e + m_h_heavy
mu_heavy = m_e * m_h_heavy / M_heavy
step_heavy = (M_heavy / M)**1.5 * (mu_heavy / mu)**3
denominator = ((direct_gap - 1.20) / (direct_gap - 1.30))**2
slope_shift = M * sc.m_e * phonon_speed**2 / 2 / sc.e
width = sc.hbar / sc.m_e * (1 / (m_e * mobility_e * 1e-4)
                            + 1 / (m_h * mobility_h * 1e-4))
sigma = width / np.sqrt(8 * np.log(2))
z = np.linspace(-5, 5, 401)
gauss = np.exp(-z**2 / 2)
gauss /= gauss.sum()


def blurred(E):
    return sum(g * alpha(E + sigma * s, 300) for g, s in zip(gauss, z))


field = R_eV / (a * BOHR * 1e-8) * 1e-6                    # MV/cm
crossing = brentq(lambda x: bound_part(x, levels[:1]) - x**2, 1, 100)

print(f"Inputs: m_long {m_long}, m_trans {m_trans}, m_h {m_h} (m0); "
      f"kappa {kappa}")
print(f"Inputs: gap {gap[77]} eV at 77 K, {gap[300]} eV at 300 K")
for name, (energy, weight) in phonons.items():
    print(f"Phonon {name}: {energy} eV, weight {weight}, n(77 K) "
          f"{bose(energy, 77):.3e}, n(300 K) {bose(energy, 300):.4f}")
print(f"Scale input: {alpha_ref:.0f} cm^-1 at {E_ref} eV, 300 K")
print(f"Masses (m0): m_e {m_e:.4f}, M {M:.4f}, mu {mu:.4f}")
print(f"Exciton binding R = {R_eV:.5f} eV, radius a = {a * BOHR:.1f} angstrom")
print(f"1s exciton gap at 77 K = {gap[77] - R_eV:.4f} eV")
print(f"2s onset above 1s onset = {0.75 * R_eV:.5f} eV")
for E_t, name, label, occupation, weight in thresholds:
    rise = (scale / (E_t + 0.005) * weight * occupation
            * bound_part(-1 + 0.005 / R_eV, levels[:1]))
    print(f"77 K {name} {label}: threshold {E_t:.4f} eV ({EV_NM / E_t:.1f} nm),"
          f" factor {occupation:.3e}, 1s rise at +0.005 eV {rise:.3e} cm^-1")
for d in (1.0, 10.0, 100.0, 1e4):
    print(f"J/J_free at excess {d:.0f} R = {total_part(d) / d**2:.4f}")
print(f"1s term equals free law at excess {crossing:.3f} R "
      f"= {crossing * R_eV:.4f} eV")
for E in (1.12, 1.15, 1.17, 1.18, 1.20, 1.21, 1.22, 1.23, 1.25, 1.30):
    print(f"77 K, {E:.2f} eV: alpha {alpha(E, 77):.4g} cm^-1, "
          f"free pairs {alpha(E, 77, free_part):.4g} cm^-1")
E_300 = gap[300] - R_eV + phonons["TO"][0]
for E in (1.10, 1.127, E_300, 1.20, 1.24):
    print(f"300 K, {E:.4f} eV: alpha {alpha(E, 300):.4g}, free pairs "
          f"{alpha(E, 300, free_part):.4g}, blurred {blurred(E):.4g} cm^-1")
print(f"Anisotropic mass: binding at least {R_aniso:.5f} eV, 1s step times "
      f"{step_aniso:.3f}, free law times {free_aniso:.3f}")
print(f"Hole mass {m_h_heavy} m0 instead: binding "
      f"{mu_heavy / (2 * kappa**2) * HARTREE:.5f} eV, "
      f"1s step times {step_heavy:.3f}")
print(f"Denominator, direct gap {direct_gap} eV: strength from 1.20 to 1.30 eV "
      f"grows by factor {denominator:.3f}")
print(f"Phonon slope {phonon_speed:.0f} m/s: threshold shift "
      f"{slope_shift:.2e} eV")
print(f"Mobilities {mobility_e:.0f}, {mobility_h:.0f} cm2/Vs: collision width "
      f"{width:.4f} eV at 300 K (Gaussian full width used for blur)")
print(f"Ionizing field scale R/(e a) = {field:.4f} MV/cm")
print("verified")
```

Printed output:

```
Inputs: m_long 0.92, m_trans 0.19, m_h 0.24 (m0); kappa 11.7
Inputs: gap 1.17 eV at 77 K, 1.12 eV at 300 K
Phonon TA: 0.018 eV, weight 0.1, n(77 K) 7.107e-02, n(300 K) 0.9938
Phonon TO: 0.058 eV, weight 1.0, n(77 K) 1.599e-04, n(300 K) 0.1187
Scale input: 60 cm^-1 at 1.24 eV, 300 K
Masses (m0): m_e 0.2583, M 0.4983, mu 0.1244
Exciton binding R = 0.01237 eV, radius a = 49.8 angstrom
1s exciton gap at 77 K = 1.1576 eV
2s onset above 1s onset = 0.00927 eV
77 K TO absorbed: threshold 1.0996 eV (1127.5 nm), factor 1.599e-04, 1s rise at +0.005 eV 4.728e-04 cm^-1
77 K TA absorbed: threshold 1.1396 eV (1087.9 nm), factor 7.107e-02, 1s rise at +0.005 eV 2.028e-02 cm^-1
77 K TA emitted: threshold 1.1756 eV (1054.6 nm), factor 1.071e+00, 1s rise at +0.005 eV 2.963e-01 cm^-1
77 K TO emitted: threshold 1.2156 eV (1019.9 nm), factor 1.000e+00, 1s rise at +0.005 eV 2.676e+00 cm^-1
J/J_free at excess 1 R = 62.9508
J/J_free at excess 10 R = 4.8095
J/J_free at excess 100 R = 1.6860
J/J_free at excess 10000 R = 1.0547
1s term equals free law at excess 10.393 R = 0.1285 eV
77 K, 1.12 eV: alpha 0.001203 cm^-1, free pairs 9.592e-06 cm^-1
77 K, 1.15 eV: alpha 0.03323 cm^-1, free pairs 0.0002108 cm^-1
77 K, 1.17 eV: alpha 0.07964 cm^-1, free pairs 0.002549 cm^-1
77 K, 1.18 eV: alpha 0.3831 cm^-1, free pairs 0.005614 cm^-1
77 K, 1.20 eV: alpha 1.054 cm^-1, free pairs 0.0289 cm^-1
77 K, 1.21 eV: alpha 1.443 cm^-1, free pairs 0.06704 cm^-1
77 K, 1.22 eV: alpha 4.366 cm^-1, free pairs 0.1242 cm^-1
77 K, 1.23 eV: alpha 7.397 cm^-1, free pairs 0.2035 cm^-1
77 K, 1.25 eV: alpha 14.57 cm^-1, free pairs 0.8121 cm^-1
77 K, 1.30 eV: alpha 37.34 cm^-1, free pairs 5.402 cm^-1
300 K, 1.1000 eV: alpha 2.763, free pairs 0.1635, blurred 2.77 cm^-1
300 K, 1.1270 eV: alpha 5.479, free pairs 0.5248, blurred 5.516 cm^-1
300 K, 1.1656 eV: alpha 12.16, free pairs 1.647, blurred 13.59 cm^-1
300 K, 1.2000 eV: alpha 32.45, free pairs 3.956, blurred 32.52 cm^-1
300 K, 1.2400 eV: alpha 60, free pairs 10.18, blurred 60.05 cm^-1
Anisotropic mass: binding at least 0.01267 eV, 1s step times 1.433, free law times 1.388
Hole mass 0.5 m0 instead: binding 0.01693 eV, 1s step times 4.817
Denominator, direct gap 3.4 eV: strength from 1.20 to 1.30 eV grows by factor 1.098
Phonon slope 5000 m/s: threshold shift 3.54e-05 eV
Mobilities 1400, 450 cm2/Vs: collision width 0.0139 eV at 300 K (Gaussian full width used for blur)
Ionizing field scale R/(e a) = 0.0248 MV/cm
verified
```
